\section*{Kinetic and exchange energy of the two-dimensional electron gas}

\section{The situation and the result}

Electrons held at a semiconductor interface can move freely along the layer while their motion across it is frozen. A calculation for such a layer needs the energy of the electrons as a function of their density and spin polarization. The simplest reference system is a uniform gas in a plane of zero thickness, at zero temperature, with a single isotropic parabolic band. Valley degeneracy, as at silicon interfaces, is not included: with $g_v$ equally filled valleys and no exchange between them, the kinetic energy derived below is divided by $g_v$ and the exchange energy by $\sqrt{g_v}$. Its electrons still repel each other as $1/r$, because the electric field spreads through all three dimensions even though the charges do not.

Hartree atomic units are used: lengths are in Bohr radii and energies in hartree. The density $n=n_\uparrow+n_\downarrow$ is a number per area. Define $r_s$ as the radius of the circle that holds one electron on average, and $\zeta$ as the spin polarization:
\begin{equation}
n=\frac{1}{\pi r_s^2},\qquad
\zeta=\frac{n_\uparrow-n_\downarrow}{n},\qquad
n_\sigma=\frac{n}{2}(1\pm\zeta),
\label{eq:def}
\end{equation}
with the upper sign for $\sigma=\uparrow$. A uniform, rigid positive background makes the system neutral.

The state considered is a single Slater determinant of plane waves. For each spin, the occupied wave vectors fill a disc of radius $k_\sigma$ centred on $\mathbf k=0$. In the limit of a large system at fixed density, this state has
\begin{align}
k_\sigma&=\frac{\sqrt{2(1\pm\zeta)}}{r_s},\label{eq:k}\\
t&=\frac{1+\zeta^2}{2r_s^2},\label{eq:t}\\
e_x&=-\frac{4\sqrt2}{3\pi r_s}\,f(\zeta),\qquad
f(\zeta)=\frac{(1+\zeta)^{3/2}+(1-\zeta)^{3/2}}{2},\label{eq:x}
\end{align}
where $t$ and $e_x$ are the kinetic and exchange energies per electron. The short forms $k_F=\sqrt2/r_s$ and $e_x=-4\sqrt2/(3\pi r_s)$ belong to the unpolarized gas, $\zeta=0$. They must not be combined with the $\zeta$-dependent kinetic energy at $\zeta\neq0$.

The sum $t+e_x$ is the expectation value of the energy in this determinant. The remaining part of the true ground-state energy, the correlation energy, is not included.

\section{Fermi radii and kinetic energy}

Take a square of area $A=L^2$ with periodic boundary conditions. The allowed wave vectors are $\mathbf k=(2\pi/L)(m_x,m_y)$ with integer $m_x,m_y$, so each one occupies an area $(2\pi)^2/A$ in $\mathbf k$-space. For a large square, sums become integrals,
\begin{equation}
\sum_{\mathbf k}\;\to\;\frac{A}{(2\pi)^2}\int d^2k .
\label{eq:sum}
\end{equation}
The number of electrons of spin $\sigma$ per area is therefore
\begin{equation}
n_\sigma=\frac{\pi k_\sigma^2}{(2\pi)^2}=\frac{k_\sigma^2}{4\pi}.
\label{eq:nk}
\end{equation}
Solving for $k_\sigma$ and inserting \eqref{eq:def} gives
\begin{equation}
k_\sigma^2=4\pi n_\sigma=2\pi n(1\pm\zeta)=\frac{2(1\pm\zeta)}{r_s^2},
\end{equation}
which is \eqref{eq:k}.

A plane wave has kinetic energy $k^2/2$. Its mean over the disc of spin $\sigma$ is
\begin{equation}
\frac{1}{\pi k_\sigma^2}\int_0^{k_\sigma}\frac{k^2}{2}\,2\pi k\,dk
=\frac{1}{k_\sigma^2}\,\frac{k_\sigma^4}{4}=\frac{k_\sigma^2}{4}.
\end{equation}
A fraction $n_\sigma/n=(1\pm\zeta)/2$ of the electrons has this mean energy, so
\begin{align}
t&=\sum_\sigma\frac{n_\sigma}{n}\frac{k_\sigma^2}{4}
=\frac{1+\zeta}{2}\,\frac{1+\zeta}{2r_s^2}
+\frac{1-\zeta}{2}\,\frac{1-\zeta}{2r_s^2}\notag\\
&=\frac{(1+\zeta)^2+(1-\zeta)^2}{4r_s^2}
=\frac{1+\zeta^2}{2r_s^2}.
\end{align}
Full polarization doubles the kinetic energy: all electrons must then fit into one disc of twice the area.

\section{Interaction energy of the determinant}

\subsection{Direct and exchange terms}

For two electrons in orthonormal spin orbitals $a$ and $b$, the determinant is $[a(1)b(2)-b(1)a(2)]/\sqrt2$. The expectation value of a symmetric interaction $v(1,2)$ contains two equal direct terms and two equal cross terms, so the factor $1/2$ from normalization leaves
\begin{equation}
\langle v\rangle=J_{ab}-K_{ab},
\end{equation}
where
\begin{align}
J_{ab}&=\int\!\!\int |a(1)|^2\,|b(2)|^2\,v(1,2),\\
K_{ab}&=\int\!\!\int a^*(1)b^*(2)\,v(1,2)\,b(1)a(2).
\end{align}
In a determinant of $N$ orbitals, an interaction between two electrons leaves the other $N-2$ coordinates untouched. Orthonormality then requires these electrons to be in the same orbitals on both sides of the matrix element. Each pair of orbitals thus contributes $J-K$, as above. Since $J_{aa}=K_{aa}$, the sum over pairs may be written as half the sum over all $a$ and $b$, with $a=b$ included.

To handle the long range of $1/r$, use $v_\eta(r)=e^{-\eta r}/r$ first, let $A\to\infty$, and then let $\eta\to0$. With orbitals $e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ and the Fourier transform $v_\eta(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}v_\eta(r)$, the integrals are
\begin{equation}
J=\frac{v_\eta(0)}{A},\qquad
K=\delta_{\sigma\sigma'}\frac{v_\eta(|\mathbf k-\mathbf k'|)}{A}.
\end{equation}
The Kronecker delta comes from the spin sums: in $K$ each electron appears once in each orbital, so the spins must agree.

The direct terms add up to $N^2v_\eta(0)/(2A)$. The attraction between electrons and background is $-N^2v_\eta(0)/A$, and the background repels itself with $+N^2v_\eta(0)/(2A)$. These three terms cancel. What remains is the exchange energy
\begin{equation}
E_x=-\frac{1}{2A}\sum_\sigma\sum_{\mathbf k,\mathbf k'}
v_\eta(|\mathbf k-\mathbf k'|),
\label{eq:Ex}
\end{equation}
with both wave vectors inside the disc of spin $\sigma$. The terms $\mathbf k=\mathbf k'$ contribute $-v_\eta(0)/(2A)$ per electron, which vanishes as $A\to\infty$ at fixed $\eta$.

\subsection{Fourier transform in the plane}

In polar coordinates the area element $r\,dr\,d\theta$ cancels the $1/r$:
\begin{align}
v_\eta(q)&=\int_0^{2\pi}\!d\theta\int_0^\infty\!dr\,
e^{-(\eta+iq\cos\theta)r}
=\int_0^{2\pi}\frac{d\theta}{\eta+iq\cos\theta}\notag\\
&=\int_0^{2\pi}\frac{\eta-iq\cos\theta}{\eta^2+q^2\cos^2\theta}\,d\theta .
\end{align}
The imaginary part vanishes because $\theta\to\pi-\theta$ reverses the sign of $\cos\theta$. The real part has period $\pi$, so it is twice the integral from $-\pi/2$ to $\pi/2$. Put $u=\tan\theta$, with $\cos^2\theta=1/(1+u^2)$ and $d\theta=du/(1+u^2)$:
\begin{equation}
v_\eta(q)=2\int_{-\infty}^{\infty}\frac{\eta\,du}{\eta^2u^2+\eta^2+q^2}
=\frac{2\pi}{\sqrt{q^2+\eta^2}} .
\end{equation}
The last step uses $\int_{-\infty}^{\infty}du/(a^2u^2+b^2)=\pi/(ab)$ with $a=\eta$ and $b=\sqrt{q^2+\eta^2}$. For $\eta\to0$ the transform is $2\pi/q$. Its singularity at $q=0$ is integrable in the plane, since the area element supplies a factor $q$.

\subsection{The disc integral}

Replacing both sums in \eqref{eq:Ex} by integrals through \eqref{eq:sum}, and then letting $\eta\to0$, gives
\begin{equation}
\frac{E_x}{A}=-\frac12\sum_\sigma\frac{2\pi}{(2\pi)^4}\,I(k_\sigma)
=-\frac{1}{16\pi^3}\sum_\sigma I(k_\sigma),
\label{eq:ExI}
\end{equation}
\begin{equation}
I(k)=\int_{p<k}\!d^2p\int_{p'<k}\!d^2p'\,\frac{1}{|\mathbf p-\mathbf p'|}.
\end{equation}
Mathematically, $I$ is twice the electrostatic energy of a uniformly charged disc. It can be found by building the disc outwards from its centre.

First find the potential at the rim of a disc of radius $p$. Put the origin on the rim and measure $\theta$ from the direction towards the centre. A point at distance $s$ from the origin lies in the disc if $s^2-2ps\cos\theta+p^2\le p^2$, that is, if $s\le2p\cos\theta$. The rim potential is
\begin{equation}
\Phi(p)=\int_{-\pi/2}^{\pi/2}d\theta\int_0^{2p\cos\theta}\frac{s\,ds}{s}
=\int_{-\pi/2}^{\pi/2}2p\cos\theta\,d\theta=4p .
\end{equation}

Now divide the pairs $(\mathbf p,\mathbf p')$ into those with $p'<p$ and those with $p'>p$. By symmetry both sets contribute equally, and pairs with $p=p'$ have no weight. In the first set, $\mathbf p$ lies on the rim of the disc over which $\mathbf p'$ runs. Hence
\begin{equation}
I(k)=2\int_0^k\Phi(p)\,2\pi p\,dp
=16\pi\int_0^kp^2\,dp=\frac{16\pi k^3}{3}.
\end{equation}

\subsection{Exchange energy per electron}

With this integral, \eqref{eq:ExI} becomes
\begin{equation}
\frac{E_x}{A}=-\sum_\sigma\frac{k_\sigma^3}{3\pi^2}.
\label{eq:area}
\end{equation}
Dividing by $n$ means multiplying by $\pi r_s^2$. With \eqref{eq:k},
\begin{align}
e_x&=-\frac{r_s^2}{3\pi}\,
\frac{2^{3/2}\left[(1+\zeta)^{3/2}+(1-\zeta)^{3/2}\right]}{r_s^3}\notag\\
&=-\frac{2\sqrt2}{3\pi r_s}\,2f(\zeta)
=-\frac{4\sqrt2}{3\pi r_s}\,f(\zeta).
\end{align}
At $\zeta=0$, $f=1$ and $e_x=-4k_F/(3\pi)\approx-0.6002/r_s$. At $\zeta=1$, $f=\sqrt2$ and $e_x=-8/(3\pi r_s)$.

\section{What the exchange energy means in real space}

The one-body density matrix of spin $\sigma$ is the sum of the occupied plane waves. Using the Bessel functions $J_0,J_1$ and the identity $d[xJ_1(x)]/dx=xJ_0(x)$,
\begin{equation}
\rho_\sigma(r)=\int_{k<k_\sigma}\frac{d^2k}{(2\pi)^2}\,
e^{i\mathbf k\cdot\mathbf r}
=\frac{1}{2\pi}\int_0^{k_\sigma}k\,J_0(kr)\,dk
=\frac{k_\sigma J_1(k_\sigma r)}{2\pi r}.
\end{equation}
In the exchange integrals the sum over both orbitals produces $\rho_\sigma^2$, so that
\begin{equation}
\frac{E_x}{A}=-\frac12\sum_\sigma\int d^2r\,\frac{\rho_\sigma(r)^2}{r}.
\label{eq:real}
\end{equation}
Around an electron of spin $\sigma$, the density of electrons with the same spin is lowered by $\rho_\sigma^2/n_\sigma$. This is the exchange hole. By Parseval's theorem,
\begin{equation}
\int d^2r\,\rho_\sigma^2=\int_{k<k_\sigma}\frac{d^2k}{(2\pi)^2}=n_\sigma ,
\end{equation}
so the hole contains one missing electron. Its size is set by $1/k_\sigma$, which is why the exchange energy per electron is proportional to $k_\sigma$ and hence to $1/r_s$.

Equation \eqref{eq:real} also shows the effect of a finite thickness. If all electrons share the same profile across the layer, $1/r$ is replaced by an average of $1/\sqrt{r^2+z^2}$, where $z$ is the separation of two electrons across the layer. This is smaller than $1/r$, and $\rho_\sigma^2$ is not negative, so $|e_x|$ is reduced. The strictly planar formula requires a layer thin compared with $1/k_\sigma$.

\section{Forms for implementation}

The results can also be written in terms of the two spin densities rather than $r_s$ and $\zeta$. From \eqref{eq:nk}, $k_\sigma=2\sqrt{\pi n_\sigma}$, and the energies per area become
\begin{align}
\frac{T}{A}&=\sum_\sigma n_\sigma\frac{k_\sigma^2}{4}
=\pi\sum_\sigma n_\sigma^2,\\
\frac{E_x}{A}&=-\sum_\sigma\frac{8\pi^{3/2}n_\sigma^{3/2}}{3\pi^2}
=-\frac{8}{3\sqrt\pi}\sum_\sigma n_\sigma^{3/2}.
\end{align}
These forms need no division by $n$ and go to zero in empty regions.

In a local density approximation, the exchange expression is applied at each point of a non-uniform layer. The corresponding potential is
\begin{equation}
v_{x\sigma}=\frac{\partial(E_x/A)}{\partial n_\sigma}
=-\frac{4}{\sqrt\pi}\sqrt{n_\sigma}=-\frac{2k_\sigma}{\pi}.
\end{equation}
It goes to zero with the density, but its derivative, $-2/\sqrt{\pi n_\sigma}$, diverges. In a linear-response matrix element this derivative multiplies $\phi_i\phi_a\phi_j\phi_b$, where $\phi_i$ and $\phi_j$ are occupied orbitals of spin $\sigma$. If the occupations are one, each obeys $|\phi|^2\le n_\sigma$, so the integrand is at most $2\sqrt{n_\sigma/\pi}\,|\phi_a\phi_b|$ in magnitude and stays finite. With fractional occupations $f_i,f_j$ the bound is larger by the factor $1/\sqrt{f_if_j}$. A code must still avoid dividing by a density that is numerically zero, for example with a small density threshold.

If the exchange energy is instead summed over plane waves in a periodic box, with $\mathbf k=\mathbf k'$ left out, the finite size matters. The omitted cell around $q=0$ has a width of order $1/L$. The integral of $2\pi/q$ over it, divided by $(2\pi)^2$, is also of order $1/L$. The other cells add an error of the same order: because $2\pi/q$ contains no length scale, the difference between the integral over the cell at $(m_x,m_y)$ and its midpoint value is $1/L$ times a number that falls as $(m_x^2+m_y^2)^{-3/2}$, and these numbers have a finite sum. At fixed density the error per electron should thus fall as $1/\sqrt N$. For $r_s=1$ and $\zeta=0$, the box sum gives $-0.59295$ hartree at $N=22866$ and $-0.59657$ hartree at $N=90922$. The deviations from the limit $-0.60021$ are $0.00726$ and $0.00364$. Their ratio is 1.99, and the square root of the ratio of electron numbers is also 1.99. Extrapolation linear in $1/\sqrt N$ gives $-0.60020$ hartree. The numerical check requires this value to agree with the formula to one part in a thousand, and it tests \eqref{eq:real} separately at several polarizations.

\section{Polarization and the limits of the determinant}

The kinetic energy favours $\zeta=0$, while exchange favours $|\zeta|=1$. Write $c=4\sqrt2/(3\pi)$, so that
\begin{equation}
t+e_x=\frac{1+\zeta^2}{2r_s^2}-\frac{c}{r_s}f(\zeta).
\end{equation}
To see whether a partly polarized state can be lowest, expand $f$. Odd powers cancel, leaving
\begin{equation}
f(\zeta)=\sum_{m=0}^{\infty}\binom{3/2}{2m}\zeta^{2m}
=1+\frac38\zeta^2+\frac{3}{128}\zeta^4+\dots
\end{equation}
Successive even coefficients obey
\begin{equation}
\binom{3/2}{j+2}\Big/\binom{3/2}{j}
=\frac{(3/2-j)(1/2-j)}{(j+1)(j+2)} .
\end{equation}
For $j\ge2$ both factors in the numerator are negative, so the ratio is positive. Since the coefficient of $\zeta^2$ is positive, all later ones are too. Thus $f$ is convex as a function of $\zeta^2$. The kinetic energy is linear in $\zeta^2$, which makes $t+e_x$ concave. Its minimum lies at an end of the interval, $\zeta=0$ or $|\zeta|=1$.

The two ends have equal energy when
\begin{equation}
\frac{1}{2r_s^2}=\frac{c(\sqrt2-1)}{r_s}
\quad\Longrightarrow\quad
r_s=\frac{\sqrt2+1}{2c}=\frac{3\pi(\sqrt2+1)}{8\sqrt2}\approx2.011,
\end{equation}
where $1/(\sqrt2-1)=\sqrt2+1$ was used. Below this value the unpolarized determinant is lower, and above it the fully polarized one.

This crossing compares plane-wave determinants with each other. It does not tell whether or where the real gas polarizes, because the omitted correlation energy also depends on $\zeta$. The regime in which $t+e_x$ is a controlled approximation is small $r_s$. There the kinetic energy, of order $1/r_s^2$, exceeds the exchange energy, of order $1/r_s$, and $e_x$ is the first-order effect of the interaction.

\section{Worked example: a model layer}

Consider a layer with density $0.01\ \mathrm{nm^{-2}}$, effective mass $m^*=0.1$ electron masses and dielectric constant $\epsilon=10$. These are round model parameters. The mass divides the kinetic energy and the dielectric constant divides the repulsion. Both operators regain their atomic-unit form if length and energy are measured in
\begin{equation}
a^*=\frac{\epsilon}{m^*}\,a_0=5.2918\ \mathrm{nm},\qquad
E^*=\frac{m^*}{\epsilon^2}\,E_h=27.2114\ \mathrm{meV},
\end{equation}
where $a_0$ and $E_h$ are the ordinary Bohr radius and hartree. Indeed, the kinetic scale $1/(m^*a^{*2})$ and the Coulomb scale $1/(\epsilon a^*)$, in atomic units, both equal $m^*/\epsilon^2$.

The circle per electron has radius $1/\sqrt{\pi n}=5.6419$ nm, so
\begin{equation}
r_s=\frac{5.6419}{5.2918}=1.06616 .
\end{equation}
For the unpolarized layer, $k_F=\sqrt2/1.06616=1.3265$ in units of $1/a^*$, and
\begin{align}
t&=\frac{1}{2(1.06616)^2}=0.4399\,E^*=11.97\ \mathrm{meV},\\
e_x&=-\frac{0.60021}{1.06616}=-0.5630\,E^*=-15.32\ \mathrm{meV}.
\end{align}
The sum is $-3.35$ meV per electron. In this zero-thickness, zero-temperature model, exchange already outweighs the kinetic energy, so the layer is not deep in the small-$r_s$ regime. Correlation is not negligible: a parametrization of quantum Monte Carlo data for the planar gas gives about $-0.11\,E^*$, or $-2.9$ meV, at this $r_s$. Two limits apply to a real layer. First, $1/k_F$ is only $4.0$ nm. For the lowest state of a hard-wall well, $e_x$ becomes about $-13.3$ meV at a width of $5$ nm and $-11.9$ meV at $10$ nm, where it no longer exceeds $t$ in magnitude. Second, the Fermi energy is $2t=23.9$ meV, so the values hold only for $k_BT$ well below this. With Fermi occupations at 77 K, $t\approx14.8$ meV and $e_x\approx-13.8$ meV, and at room temperature the gas is not degenerate.

For $\zeta=0.5$, the radii are $k_\uparrow=\sqrt3/r_s=1.6246$ and $k_\downarrow=1/r_s=0.9379$, again in units of $1/a^*$. The kinetic energy grows by the factor $1+\zeta^2=1.25$, to $14.96$ meV. The exchange energy grows in magnitude by $f(0.5)=1.0953$, to $-16.78$ meV. The sum is $-1.82$ meV, which is $1.53$ meV above the unpolarized value. The kinetic cost exceeds the exchange gain, in line with $r_s$ lying below the crossing at 2.011.

\section*{Computed values}
\begin{verbatim}
CHECKS (atomic units)
box count, rs=1, zeta=0.5: electrons = 318330
box kinetic energy per electron = 0.62499 hartree
formula kinetic energy = 0.62500 hartree
rim potential of unit disc = 4.000000 (dimensionless)
box exchange, rs=1, N=22866: -0.59295 hartree
box exchange, rs=1, N=90922: -0.59657 hartree
extrapolated to infinite N: -0.60020 hartree
real-space integral, rs=1: -0.60021 hartree
formula exchange, rs=1: -0.60021 hartree
crossing of zeta=0 and zeta=1, formula: rs = 2.0111
crossing, numerical exchange: rs = 2.0112
WORKED EXAMPLE
density = 0.01 nm^-2
effective mass = 0.1 electron masses
dielectric constant = 10.0
effective Bohr radius = 5.2918 nm
effective Hartree = 27.2114 meV
radius of circle per electron = 5.6419 nm
rs = 1.0662 (dimensionless)
zeta = 0.0
  k_up = 1.3265 per effective Bohr radius
  k_down = 1.3265 per effective Bohr radius
  exchange spin factor = 1.0000
  kinetic = 0.4399 effective Hartree
  exchange = -0.5630 effective Hartree
  sum = -0.1231 effective Hartree
  kinetic = 11.969 meV
  exchange = -15.319 meV
  sum = -3.350 meV
zeta = 0.5
  k_up = 1.6246 per effective Bohr radius
  k_down = 0.9379 per effective Bohr radius
  exchange spin factor = 1.0953
  kinetic = 0.5498 effective Hartree
  exchange = -0.6166 effective Hartree
  sum = -0.0668 effective Hartree
  kinetic = 14.962 meV
  exchange = -16.779 meV
  sum = -1.818 meV
\end{verbatim}
